\section*{Secondary-ion relative sensitivity factor from an implanted standard}

\section*{The problem}

A secondary-ion mass spectrometer erodes a sample with a primary ion beam and counts ions of one impurity isotope and one matrix isotope in alternation. Converting the counts to a concentration requires a calibration factor. The standard is a uniform matrix implanted with the impurity isotope. Its retained dose \(\Phi\), in atoms per unit area, is known, but its depth profile need not be. After the run the crater depth \(d\) is measured.

The impurity is dilute, so it changes neither the erosion nor the matrix signal. The crater bottom is flat over the gated area, from which ions are accepted, and counts are corrected for detector dead time. The erosion depth \(z\) is measured from the original surface, and \(d\) belongs to the whole sputtering time. Until part (e), the erosion rate is constant.

The example is a simulated measurement with round model parameters:
\begin{itemize}
\item dose \(\Phi=10^{14}\ \mathrm{cm^{-2}}\), in a Gaussian profile of range 200 nm and straggle (standard deviation) \(\sigma=50\) nm;
\item crater depth \(d=800\) nm, reached in \(N=400\) cycles of 4 s;
\item counting times per cycle \(t_i=3\) s for the impurity, starting with the cycle, and \(t_m=0.5\) s for the matrix, starting 3.25 s into the cycle;
\item \(n_m=312\,500\) matrix counts per cycle, and \(1\,899\,002\) impurity counts in the whole run;
\item a flat impurity signal of \(n_b=60\) counts per cycle in the last \(M=100\) cycles.
\end{itemize}
The simulation also assigns each species a useful yield, the number of detected ions per removed atom. These yields provide an independent value for comparison; the calibration does not use them. The simulated results quoted below are rounded from the numerical output after the text.

\section*{(a) What does the signal ratio measure?}

Relate the ratio of impurity to matrix count rates to the impurity removed from the sample. Identify the calibration factor and say when it is constant.

\subsection*{Solution}

Let \(f(z)\,dz\) be the number of impurity atoms removed per unit area while the crater deepens by \(dz\). Thus \(f\) has the unit of a concentration. Let \(A\) be the gated area, \(v=dz/dt\) the erosion rate, and \(\eta_i\), \(\eta_m\) the useful yields. The matrix has atomic density \(C_m\), and \(\eta_m\) counts detected ions of the chosen isotope per removed matrix atom of any isotope. The rates, without background, are
\begin{align}
I_i&=A\,v\,\eta_i\,f(z), & I_m&=A\,v\,\eta_m\,C_m .
\end{align}
In the quotient \(A\) and \(v\) cancel:
\begin{equation}
\frac{I_i}{I_m}=\frac{\eta_i}{\eta_m C_m}\,f(z).
\end{equation}
Solving for \(f\) gives
\begin{equation}
f(z)=K\,\frac{I_i}{I_m},\qquad K=\frac{C_m\eta_m}{\eta_i}.
\label{eq:K}
\end{equation}
The factor \(K\) is the relative sensitivity factor (RSF). Since the signal ratio is a pure number, \(K\) has the unit \(\mathrm{cm^{-3}}\). A large \(K\) means that the impurity is detected inefficiently relative to the matrix.

\(K\) is constant if \(\eta_i/\eta_m\) is constant. It therefore belongs to one pair of isotopes, one matrix and one set of instrument conditions. The measured quantity \(f\) is the removed concentration; part (d) shows how it differs from the original concentration \(C(z)\).

\section*{(b) How does the dose fix the factor?}

The yields in \(K\) are unknown in practice. Find \(K\) from the dose, the counts and the crater depth, allowing for a constant background in the signal ratio.

\subsection*{Solution}

Let \(R\) be the measured ratio of count rates and \(b\) its constant background, so that \(f=K(R-b)\). If the crater passes through the whole implant, every implanted atom has been removed. Atom conservation then requires
\begin{equation}
\Phi=\int_0^d f\,dz=K\int_0^d (R-b)\,dz .
\end{equation}
Since \(K\) does not depend on depth, it could be taken outside the integral. Hence
\begin{equation}
K=\frac{\Phi}{\displaystyle\int_0^d (R-b)\,dz}.
\label{eq:main}
\end{equation}
No assumption about the shape of the implant has entered.

In cycle \(k\) the counts \(n_{i,k}\) and \(n_{m,k}\) are first divided by their counting times:
\begin{equation}
R_k=\frac{n_{i,k}/t_i}{n_{m,k}/t_m}=\frac{t_m}{t_i}\frac{n_{i,k}}{n_{m,k}} .
\end{equation}
Because these are rates, no further correction is needed for the part of the cycle in which a species is not counted. At constant erosion rate each cycle removes \(\Delta z=d/N\). If \(\Delta z\) is small compared with the width of the profile, the integral becomes a sum:
\begin{equation}
K=\frac{\Phi N}{d\,S},\qquad S=\sum_{k=1}^{N}(R_k-b).
\label{eq:sum}
\end{equation}
For a steady matrix count \(n_m\), the background is \(b=t_m n_b/(t_i n_m)\), and
\begin{equation}
S=\frac{t_m}{t_i n_m}\left(\sum_k n_{i,k}-N n_b\right).
\end{equation}
Inserting this into Eq.~(\ref{eq:sum}) gives the counting form
\begin{equation}
K=\frac{\Phi\,N\,n_m\,t_i}{t_m\,d\left(\sum_k n_{i,k}-N n_b\right)} .
\label{eq:counts}
\end{equation}

The background may come from the instrument or from a uniform amount of the same isotope already in the standard. Subtraction isolates the implant in both cases. In an unknown sample, however, only the instrumental part may be subtracted, because a uniform impurity there is part of the answer.

\section*{(c) What is the factor in the example?}

Evaluate \(K\), compare it with the value from the useful yields, and find the effect of omitting the background subtraction.

\subsection*{Solution}

The background contributes \(400\times60=24\,000\) counts, which leaves \(1\,875\,002\) net counts. With \(d=8\times10^{-5}\) cm, Eq.~(\ref{eq:counts}) gives
\begin{equation}
K=\frac{10^{14}\times400\times312\,500\times3}
{0.5\times8\times10^{-5}\times1\,875\,002}\ \mathrm{cm^{-3}}
=5.00\times10^{20}\ \mathrm{cm^{-3}} .
\end{equation}
The simulation used \(C_m=5\times10^{22}\ \mathrm{cm^{-3}}\), \(\eta_m=10^{-5}\) and \(\eta_i=10^{-3}\). Equation~(\ref{eq:K}) therefore gives
\begin{equation}
K=\frac{5\times10^{22}\times10^{-5}}{10^{-3}}\ \mathrm{cm^{-3}}
=5\times10^{20}\ \mathrm{cm^{-3}} .
\end{equation}
The test requires the two values to agree to one part in \(10^5\), and they do.

Without subtraction the denominator is too large by the factor \(1\,899\,002/1\,875\,002=1.0128\). The result falls to \(4.94\times10^{20}\ \mathrm{cm^{-3}}\), which is 1.3\% too low. The background ratio, \(b=3.2\times10^{-5}\), is small beside the peak net ratio of \(0.0153\), but it is summed over all 400 cycles.

\section*{(d) Does ion-beam mixing spoil the calibration?}

The beam stirs atoms near the surface before removing them. Model this by a fully mixed zone of constant thickness \(w\) that moves down with the surface, with no preferential removal of either species. Find the dose removed down to depth \(z\). Then examine two departures from the method: stopping too early, and calibrating on the peak instead of the area.

\subsection*{Solution}

The zone extends from \(z\) to \(z+w\). Its uniform concentration equals the removed concentration \(f(z)\), so it holds \(wf\) atoms per unit area. When the surface recedes by \(dz\), the zone gains \(C(z+w)\,dz\) from below and loses \(f\,dz\):
\begin{equation}
w\frac{df}{dz}=C(z+w)-f(z),\qquad
w f(0)=\int_0^w C(s)\,ds .
\label{eq:mix}
\end{equation}
The second relation says that the initial zone contains the atoms originally there. Integrating the first from 0 to \(z\) gives
\begin{equation}
w f(z)-w f(0)=\int_w^{z+w}C(s)\,ds-\int_0^z f(z')\,dz' .
\end{equation}
Inserting \(wf(0)\) and joining the two ranges of integration,
\begin{equation}
\int_0^z f(z')\,dz'=\int_0^{z+w}C(s)\,ds-w f(z).
\label{eq:partial}
\end{equation}
The first term on the right is the dose the zone has reached so far, and the second is the part still in the zone. Once the zone is below the implant, \(C(z+w)\) vanishes and Eq.~(\ref{eq:mix}) makes \(f\) decay as \(e^{-z/w}\). The right side then tends to \(\Phi\). Mixing redistributes the signal in depth but leaves its complete area unchanged.

An unfinished crater does not have this protection. With \(w=15\) nm, 97.1\% of the dose has been removed at a depth of 300 nm, although this is two straggles beyond the range. Without mixing the figure would be 97.7\%, so most of the shortfall is implant that the crater has not yet reached. Dividing the full dose by that incomplete area gives a factor too high by \(1/0.971=1.030\), or 3.0\%, even if \(b\) is known. If \(b\) were taken from the end of such a run, it would contain implant signal. This excess would be subtracted over the whole depth, and the error could be far larger than 3\%. Even without mixing, the implant density at 300 nm is \(e^{-2}\) of its peak, or \(0.00108\,\Phi\) per nm. Subtracting that over 300 nm would take about 32\% of the dose out of the computed area. This is the mildest case, because an average over the last cycles reaches back to larger implant signal. The last 75 nm hold \(97.7\%-69.1\%=28.6\%\) of the dose, and subtracting their mean over four times that depth would remove more than the whole area.

For the peak, solve Eq.~(\ref{eq:mix}) with the integrating factor \(e^{z/w}\):
\begin{equation}
f(z)=f(0)e^{-z/w}+\frac1w\int_0^z C(z'+w)\,e^{-(z-z')/w}\,dz' .
\end{equation}
The weights are positive, and their sum is \(e^{-z/w}+(1-e^{-z/w})=1\). Since \(f(0)\) is itself an average of \(C\), \(f(z)\) is a weighted average of original concentrations. For a peaked profile its maximum lies below that of \(C\). Dividing the original peak concentration by the peak net ratio therefore overestimates \(K\):
\begin{equation}
\frac{7.979\times10^{18}\ \mathrm{cm^{-3}}}{0.015347}
=5.20\times10^{20}\ \mathrm{cm^{-3}},
\end{equation}
which is 4.0\% too high. As a rough check, the exponential weight adds a variance \(w^2\) to \(\sigma^2\). If the broadened profile were still Gaussian, the factor would be \(\sqrt{50^2+15^2}/50=1.044\). The actual profile is skewed, so this is an estimate only.

\section*{(e) What if the signals drift?}

Let the matrix signal fall linearly by 10\% of its mean during the run, from 1.05 to 0.95 times the mean. Consider two causes separately: a falling primary current, with erosion rate proportional to current, and a falling detection efficiency common to both species. Find the correct depth steps and the error if the causes are confused. Neglect background here.

\subsection*{Solution}

If the current falls, \(v\) and \(I_m\) fall together. The step in each cycle is then proportional to its matrix count, and the steps must add up to \(d\):
\begin{equation}
\Delta z_k=d\,\frac{n_{m,k}}{\sum_j n_{m,j}} .
\end{equation}
In \(\sum_k R_k\Delta z_k\) the individual matrix counts cancel, so that
\begin{equation}
K=\frac{\Phi}{\sum_k R_k\Delta z_k}
=\frac{\Phi\,t_i\sum_k n_{m,k}}{t_m\,d\sum_k n_{i,k}} .
\end{equation}
If instead the detection efficiency falls, erosion is steady. The efficiency cancels in \(R_k\), and equal steps \(d/N\) are correct.

Suppose equal steps are used although the current has drifted. Let \(\bar v=d/T\), where \(T\) is the total time. Since \(dt=dz/v\), the computed area is
\begin{equation}
\bar v\int_0^T R\,dt=\int_0^d R\,\frac{\bar v}{v}\,dz .
\end{equation}
For an implant narrow compared with the crater depth, \(v\) may be evaluated at the range. The area is then multiplied by \(\bar v/v\), and the computed factor by \(v/\bar v\). With \(\tau=t/T\),
\begin{equation}
\frac{v}{\bar v}=1.05-0.10\,\tau,\qquad
\frac{z}{d}=1.05\,\tau-0.05\,\tau^2 .
\end{equation}
Squaring the first relation gives \(1.05^2-0.21\tau+0.01\tau^2\), which is \(1.05^2-0.20\,z/d\). At \(z/d=200/800=0.25\),
\begin{equation}
\frac{v}{\bar v}=\sqrt{1.1025-0.0500}=1.026 .
\end{equation}
The predicted error is \(+2.6\%\), and the simulation gives \(+2.57\%\).

In the opposite confusion, the efficiency drifts but the steps are weighted with the matrix counts. Erosion is uniform, so the implant is reached at \(\tau=0.25\), where the relative efficiency is \(1.05-0.025=1.025\). Its depth steps are stretched by this factor, and \(K\) is multiplied by \(1/1.025=0.976\). The predicted error is \(-2.4\%\), against \(-2.45\%\) in the simulation.

With the correct steps, the remaining errors are about 0.01\% in magnitude. They come from the timing within a cycle, since the drift is \(10\%/1600\ \mathrm{s}\), or about 0.006\% per second. For the efficiency drift, the midpoints of the two counting intervals lie 2 s apart, which gives about 0.012\%. For the current drift, the matrix counts must represent the erosion of the whole cycle, but their interval is centred 1.5 s after the middle of the cycle, which gives about 0.009\%.

The matrix signal looks alike in the two cases, so it cannot identify the cause. A separate record of the primary current can. If the background is a constant count rate rather than a constant fraction of the matrix signal, drift also makes \(b\) vary, and it must then be subtracted as a count rate before forming \(R\).

\section*{(f) Why should the implant be deep?}

At the start of sputtering the yields have not reached their steady values. Let \(g(z)\) be the ratio \(\eta_i/\eta_m\) divided by its steady value, with constant erosion rate. Find the resulting error, and compare a deep with a shallow implant for \(g=1-0.5\,e^{-z/\lambda}\), \(\lambda=10\) nm.

\subsection*{Solution}

The net ratio is now \(R-b=g f/K\), where \(K\) is the steady factor. Equation~(\ref{eq:main}) returns
\begin{equation}
K_{\mathrm{est}}=\frac{\Phi}{\int (gf/K)\,dz},\qquad
\frac{K_{\mathrm{est}}}{K}=\frac{\Phi}{\int g f\,dz}.
\end{equation}
For the stated \(g\), and with \(\int f\,dz=\Phi\),
\begin{equation}
\frac{K_{\mathrm{est}}}{K}
=\left[1-\frac{0.5}{\Phi}\int f(z)\,e^{-z/\lambda}\,dz\right]^{-1}.
\end{equation}
The error is governed by the removed dose weighted with \(e^{-z/\lambda}\), so atoms removed nearest the original surface count most. With the mixed zone of 15 nm, it is \(+0.006\%\) for the 200 nm implant and \(+14\%\) for an implant of range 20 nm and straggle 10 nm, cut off at the surface and normalized to the retained dose. Without mixing, \(f=C\), the weighted fraction for the shallow implant is 0.192 and the error is \(1/(1-0.096)-1=+10.6\%\). The figure of 14\% assumes a zone that is fully mixed from the start. In a real transient the zone builds up and the erosion rate changes as well, so the figure shows the size of the effect only. The area method removes the effect of mixing only while the yield ratio is constant. When the ratio changes near the surface, the area changes too, and mixing affects the error because it alters the depths at which the dose is removed.

\section*{(g) How uncertain is the factor?}

Let the dose be known to 2\% and the crater depth to 1.5\% (standard uncertainties). Include counting statistics and assume that the errors are independent.

\subsection*{Solution}

Taking the logarithm of \(K=\Phi N/(dS)\) and varying it to first order gives \(\delta K/K=\delta\Phi/\Phi-\delta d/d-\delta S/S\). For independent errors the cross terms average to zero:
\begin{equation}
\left(\frac{u_K}{K}\right)^2=\left(\frac{u_\Phi}{\Phi}\right)^2
+\left(\frac{u_d}{d}\right)^2+\left(\frac{u_S}{S}\right)^2 .
\end{equation}
For \(u_S\), note that \(b\) is the mean of the last \(M\) ratios. Their deviations from \(b\) add to zero, so \(S=\sum_{k\le N-M}R_k-(N-M)b\). The two terms use different cycles and are independent:
\begin{equation}
u_S^2=\sum_{k\le N-M}\mathrm{var}\,R_k
+\left(\frac{N-M}{M}\right)^2\sum_{k>N-M}\mathrm{var}\,R_k .
\end{equation}
Poisson counts have variances equal to their means. To first order,
\begin{equation}
\mathrm{var}\,R_k=\left(\frac{t_m}{t_i}\right)^2
\left(\frac{n_{i,k}}{n_{m,k}^2}+\frac{n_{i,k}^2}{n_{m,k}^3}\right).
\end{equation}

Neglecting matrix noise, the second term in the bracket, allows a hand estimate. The last 100 cycles hold 6000 counts and the first 300 hold \(1\,893\,002\). The variance in counts is \(1\,893\,002+3^2\times6000=1\,947\,002\), whose root is 1395. Divided by \(1\,875\,002\) net counts, this is 0.074\%. Matrix noise raises it to 0.077\%. The total is
\begin{equation}
\frac{u_K}{K}=\sqrt{(2\%)^2+(1.5\%)^2+(0.077\%)^2}=2.5\%,
\end{equation}
so \(K=(5.00\pm0.13)\times10^{20}\ \mathrm{cm^{-3}}\). Random simulated measurements show a spread of 2.54\%, in agreement within the 6\% relative tolerance of the test. Longer counting would hardly help here, since dose and depth dominate.

\section*{(h) Which depth errors survive in use?}

A second implant in the same matrix has a true dose of \(3\times10^{13}\ \mathrm{cm^{-2}}\), a range of 120 nm, a straggle of 30 nm and a 400 nm crater. The mixed zone is again 15 nm thick. The depth gauge reads 3\% too high for both craters. Find the effect on the measured dose and concentration.

\subsection*{Solution}

Let \(\bar R_s\) and \(\bar R_u\) be the net ratios averaged over all cycles of the standard and the second sample, with crater depths \(d_s\) and \(d_u\). Since \(K=\Phi/(d_s\bar R_s)\), the second dose is
\begin{equation}
\Phi_u=K d_u\bar R_u
=\Phi\,\frac{d_u\bar R_u}{d_s\bar R_s}.
\end{equation}
A common scale error multiplies \(d_u\) and \(d_s\) alike and cancels. The simulation recovers \(3.00\times10^{13}\ \mathrm{cm^{-2}}\) with and without the gauge error.

The concentration is \(K(R_u-b_u)\), with \(b_u\) the background of the second sample. It contains \(1/d_s\) but not \(d_u\), so it is divided by 1.03. The peak falls from \(3.64\times10^{18}\) to \(3.53\times10^{18}\ \mathrm{cm^{-3}}\), a change of \(-2.9\%\), while the depth axis is stretched by 3\%. Both peaks refer to the removed concentration, which mixing has already broadened. Independent errors in the two crater depths would not cancel in the dose.

\section*{Calculated quantities}
\begin{verbatim}
implanted dose: 1e+14 cm^-2
implant range: 200 nm
implant straggle: 50 nm
crater depth: 800 nm
cycles: 400
background cycles at end: 100
depth per cycle: 2 nm
cycle time: 4 s
impurity dwell: 3 s
matrix dwell: 0.5 s
gated area: 2.5e-05 cm^2
matrix density: 5e+22 cm^-3
impurity useful yield: 0.001
matrix useful yield: 1e-05
mixing thickness: 15 nm
matrix counts per cycle: 312500 counts
summed impurity counts: 1899002.4 counts
background per cycle: 60 counts
background ratio b: 3.2e-05
net ratio sum S: 1
net ratio integral: 2e-07 cm
RSF from standard: 4.99999e+20 cm^-3
RSF from yields: 5e+20 cm^-3
RSF without background subtraction: 4.9368e+20 cm^-3
implanted peak concentration: 7.9791e+18 cm^-3
peak net ratio: 0.015347
RSF from peak matching: 5.1992e+20 cm^-3
unfinished crater depth: 300 nm
dose removed there: 97.102 %
drift over run: 10 %
beam drift, matrix-weighted RSF error: -0.00951 %
beam drift, equal-step RSF error: 2.57 %
gain drift, matrix-weighted RSF error: -2.45 %
gain drift, equal-step RSF error: -0.0123 %
surface yield deficit: 50 %
transient decay depth: 10 nm
deep implant transient error: 0.00638 %
shallow implant range: 20 nm
shallow implant straggle: 10 nm
shallow implant transient error: 14.1 %
dose uncertainty: 2 %
depth uncertainty: 1.5 %
count uncertainty, formula: 0.0767 %
count uncertainty, simulated: 0.0772 %
RSF uncertainty, formula: 2.5 %
RSF uncertainty, simulated: 2.54 %
RSF standard uncertainty: 1.25e+19 cm^-3
second sample true dose: 3e+13 cm^-2
second crater depth: 400 nm
second sample found dose: 2.9998e+13 cm^-2
common depth-gauge error: 3 %
found dose with gauge error: 2.9998e+13 cm^-2
second sample peak: 3.6396e+18 cm^-3
peak with gauge error: 3.5336e+18 cm^-3
\end{verbatim}
